# Inverting atomic densities: Zhao-Morrison-Parr, Wu-Yang and Gaussian-basis ripples

## Definitions and conventions

Hartree atomic units are used. The target $\rho_0$ is a spherical, closed-shell density of $N$ electrons. We seek the local potential $v_s$ whose lowest $N/2$ real orbitals, doubly occupied, reproduce it:

$$\left(-\tfrac12\nabla^2+v_s\right)\phi_i=\varepsilon_i\phi_i,\qquad \rho=2\sum_i\phi_i^2 .$$

We assume that such a potential exists and that a gap separates occupied from empty levels. Adding a constant to $v_s$ changes no orbital, so potentials are compared after their density-weighted mean difference is removed. Write

$$v_s=v_0+v_C,\qquad \Delta\rho=\rho-\rho_0,$$

where $v_0$ is a fixed guide and $v_C\to0$ at infinity. Indices $i$ and $a$ denote occupied and empty orbitals. The quantity that controls short wavelengths is

$$w[\rho]=\frac{\nabla^2\sqrt\rho}{2\sqrt\rho}.$$

The example is beryllium with local-density exchange and no correlation. This is a model, not the real atom, but its potential is known, so inversion errors can be measured. A spectral radial grid gives the reference density, with total energy $-14.22329$ and orbital energies $-3.793$ and $-0.170$ Ha.

## Wu-Yang: maximize a concave functional

With a smoothing penalty $\eta>0$, the Wu-Yang (WY) functional is

$$W_\eta[v_C]=2\sum_i\varepsilon_i[v_0+v_C]-\int v_C\rho_0\,d^3r-\eta\int|\nabla v_C|^2d^3r .$$

First-order perturbation theory gives $\delta\varepsilon_i=\int\phi_i^2\,\delta v\,d^3r$. Integrating the penalty by parts, with no surface term, gives

$$\delta W_\eta=\int\left(\Delta\rho+2\eta\nabla^2v_C\right)\delta v\,d^3r. \tag{1}$$

At $\eta=0$ a stationary point has the target density.

For the curvature, insert the first-order orbital change into $\delta\rho=4\sum_i\phi_i\delta\phi_i$. Mixing between two occupied orbitals cancels, because its denominators have opposite signs. What remains is the static response

$$\chi(\mathbf r,\mathbf r')=4\sum_{i,a}\frac{\phi_i(\mathbf r)\phi_a(\mathbf r)\phi_i(\mathbf r')\phi_a(\mathbf r')}{\varepsilon_i-\varepsilon_a}. \tag{2}$$

Every denominator is negative, so $\int\!\!\int\delta v\,\chi\,\delta v'\le0$. Concavity also holds globally: $2\sum_i\varepsilon_i$ is the minimum, over orthonormal orbitals, of an expression linear in $v$, and a minimum of linear functions is concave. The penalty makes $W_\eta$ strictly concave for potentials that vanish at infinity, so there is at most one maximum.

## Zhao-Morrison-Parr: the same problem from the density side

The Zhao-Morrison-Parr (ZMP) scheme minimizes over orbitals

$$A=T+\int v_0\rho\,d^3r+\frac\lambda2D,\qquad D=\int\!\!\int\frac{\Delta\rho(\mathbf r)\Delta\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r',$$

where $T$ is the orbital kinetic energy. Since $D\ge0$ and vanishes only for $\Delta\rho=0$, a large $\lambda$ enforces the target. Varying the orbitals adds to $v_0$ the potential

$$v_C(\mathbf r)=\lambda\int\frac{\Delta\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r',\qquad \nabla^2v_C=-4\pi\lambda\,\Delta\rho. \tag{3}$$

Substitution in the bracket of (1) gives $\Delta\rho\,(1-8\pi\eta\lambda)$. A ZMP solution with the lowest orbitals filled is therefore the WY maximum when

$$\lambda=\frac1{8\pi\eta}. \tag{4}$$

This requires the same complete potential space in both schemes.

The optimal values agree too. From $2\sum_i\varepsilon_i=T+\int(v_0+v_C)\rho$,

$$W_\eta=T+\int v_0\rho+\int v_C\Delta\rho-\eta\int|\nabla v_C|^2 .$$

Equation (3) gives $\int v_C\Delta\rho=\lambda D$ and $\int|\nabla v_C|^2=-\int v_C\nabla^2v_C=4\pi\lambda^2D$. With (4) the penalty equals $\lambda D/2$, hence $W_\eta=A$.

For $\lambda=10$, $\eta=1/(80\pi)=0.003979$. Self-consistent ZMP iteration and Newton maximization of WY gave $rv_C$ differing by at most $2.9\times10^{-10}$, where its largest magnitude was $0.363$. Both optimal values were $-4.921736$ Ha.

**The guide must carry the tail.** Both densities contain $N$ electrons, so $\int\Delta\rho=0$ and $v_C$ has no $1/r$ term. Local-density exchange decays exponentially, so here $v_0=-Z/r+v_H[\rho_0]$, with $v_H$ the Hartree potential. When a Gaussian-basis density is inverted below, the guide built from the grid density is kept. For a neutral-atom target whose potential ends as $-1/r$, the choice $-Z/r+(1-1/N)v_H[\rho_0]$ supplies that tail.

## Radial algorithm

Let $u_i$ be the normalized radial functions, $Y=rv_C$, and $Y=0$ at both ends of the grid. Then

$$r^2(v_C')^2=\left(Y'-\frac Yr\right)^2=Y'^2-\left(\frac{Y^2}{r}\right)',$$

so that $\int|\nabla v_C|^2d^3r=4\pi\int Y'^2dr$. Expand $v_C=\sum_jb_jg_j$ and define

$$N_{jk}=4\pi\int(rg_j)'(rg_k)'dr .$$

Let $G$ hold the values of $g_j$ at the nodes, $q$ the electrons per node ($4\pi r^2\rho$ times the quadrature weight), and $X$ the derivative of $q$ with respect to the nodal potential, which is (2) on the grid. The gradient is $g=G^T(q-q_0)-2\eta Nb$. The quadratic model $W+g\cdot p-\tfrac12p^THp$, with $H=-G^TXG+2\eta N$, is largest at $Hp=g$ and predicts a rise $\tfrac12g\cdot p$.

```
input: q0, v0, G, N, increasing lambda values, starting b
for each lambda:
    eta = 1/(8 pi lambda)
    repeat:
        diagonalize the radial Hamiltonian with v0 + G b
        build q, X, gradient g(b), and H
        solve H p = g(b);  gain = g(b).p;  t = 1
        while g(b + t p).p < -gain/2:  t = t/2
        b = b + t p
    until gain is below tolerance
    store b; use it to start the next lambda
```

The line search uses slopes because energy differences drown in rounding error near convergence. By concavity, the slope along $p$ decreases with $t$; a strongly negative value means that the step has gone too far.

With $n$ nodes and $m$ potential functions, dense diagonalization costs $O(n^3)$, building $X$ costs $O(N_{\rm occ}n^3)$ for $N_{\rm occ}$ occupied radial orbitals, and the linear solve costs $O(m^3)$. Projecting $X$ onto the potential functions adds $O(n^2m+nm^2)$.

ZMP can instead iterate $Y\leftarrow Y+\beta F$, where $F=\lambda U-Y$ and $U/r$ is the Coulomb potential of $\Delta\rho$. Let $\kappa\ge0$ be an eigenvalue of minus the Coulomb operator times $\chi$. An error in that mode is multiplied by $1-\beta(1+\lambda\kappa)$, so simple mixing converges near the solution only if

$$0<\beta<\frac2{1+\lambda\kappa_{\max}} .$$

Large $\lambda$ therefore demands small steps, or a method that combines earlier residuals. Newton's method includes $\chi$ and avoids this restriction, though it still needs the line search.

## Why the Laplacian of $\sqrt\rho$ appears

For beryllium $4\pi r^2\rho=2(u_1^2+u_2^2)$. Set $u_1=f\cos\theta$ and $u_2=f\sin\theta$. Since $\sqrt\rho\propto f/r$, we have $w=f''/(2f)$. Differentiating $f^2=u_1^2+u_2^2$ twice and halving gives

$$ff''+f'^2=u_1'^2+u_2'^2+u_1u_1''+u_2u_2'' .$$

The first two terms on the right equal $f'^2+f^2\theta'^2$, and the radial equation is $u_i''=2(v_s-\varepsilon_i)u_i$. Dividing by $2f^2$ yields

$$w=v_s-\varepsilon_2+v_P,\qquad v_P=\tfrac12\theta'^2+(\varepsilon_2-\varepsilon_1)\cos^2\theta\ge0. \tag{5}$$

The Pauli potential $v_P$ is what distinguishes this atom from one with all electrons in a single orbital.

Now replace $\sqrt\rho$ by $\sqrt\rho\,(1+\eta_r)$, where $\eta_r$ is a relative error. The product rule gives

$$\nabla^2[\sqrt\rho(1+\eta_r)]=(1+\eta_r)\nabla^2\sqrt\rho+2\nabla\sqrt\rho\cdot\nabla\eta_r+\sqrt\rho\,\nabla^2\eta_r .$$

Division by $2\sqrt\rho(1+\eta_r)$ and subtraction of the original $w$ leave

$$\Delta w=\frac{\tfrac12\nabla^2\eta_r+\nabla\ln\sqrt\rho\cdot\nabla\eta_r}{1+\eta_r}. \tag{6}$$

A small ripple of amplitude $a$ and wave number $k$ contributes about $k^2a/2$ through the Laplacian and $k a|\nabla\ln\sqrt\rho|$ through the gradient. The Laplacian dominates when $k\gg2|\nabla\ln\sqrt\rho|$.

### Does the Pauli potential cancel the ripple?

Perturb $v_s$ by a short wave $\delta v$ and write $\delta u_i=u_ih_i$. To first order, using the equation for $u_i$,

$$-\tfrac12h_i''-\frac{u_i'}{u_i}h_i'=-\delta v+\delta\varepsilon_i .$$

For large $k$ the second derivative dominates and $\delta\varepsilon_i$ is negligible, so $h_i\approx h_0=-2\delta v/k^2$ for both orbitals. Their ratio, and hence $\theta$, is unchanged at this order. Since $\delta\rho/\rho=2h_0$,

$$\delta\rho\approx-\frac{4\rho}{k^2}\delta v,\qquad \delta v\approx-\frac{k^2}{4\rho}\delta\rho. \tag{7}$$

The next correction to $h_i$ is $(2/k^2)(u_i'/u_i)h_0'$. With $u_2'/u_2-u_1'/u_1=\theta'/(\sin\theta\cos\theta)$, it gives

$$\delta\theta=\sin\theta\cos\theta\,(h_2-h_1)\approx\frac{2\theta'}{k^2}h_0'=-\frac{4\theta'}{k^4}\delta v' ,$$

which stays regular at an orbital node. The leading change of $v_P$ is $\theta'\delta\theta'\approx(4\theta'^2/k^2)\delta v$. The Pauli share therefore vanishes asymptotically as $k^{-2}$.

Wave packets centred at 1 bohr, with $k=5,10,20\ \mathrm{bohr}^{-1}$, gave rms ratios $|\delta v_P|/|\delta v|$ of $0.45$, $0.20$ and $0.034$. The decrease is clear, but these three values do not follow a clean inverse-square law. At $k=5$ the Pauli share is still nearly half of the perturbation.

## The penalty is a low-pass filter

Suppose the target is changed by the density response to a wave $\delta v_t$, while the guide stays fixed. Let $\delta v$ be the recovered wave. Linearizing (1) with (7), $\nabla^2\to-k^2$ and $2\eta=1/(4\pi\lambda)$ gives

$$-\frac{4\rho}{k^2}\delta v+\frac{4\rho}{k^2}\delta v_t-\frac{k^2}{4\pi\lambda}\delta v=0,$$

and therefore

$$\frac{\delta v}{\delta v_t}=\frac1{1+k^4/(16\pi\lambda\rho)},\qquad k_c=(16\pi\lambda\rho)^{1/4}. \tag{8}$$

This local formula requires $\rho$ to vary little over a wavelength and, through (7), $k$ to be large compared with the local momenta of the occupied orbitals. In a uniform electron gas, for example, (7) holds only for $k$ well above $2k_F$, with $k_F$ the Fermi wave number. Waves above $k_c$ are suppressed. Because of the fourth root, raising $\lambda$ a thousandfold raises $k_c$ by a factor of only $5.6$.

At 2 bohr $\rho=0.0155\ \mathrm{bohr}^{-3}$. For $k=8\ \mathrm{bohr}^{-1}$ and $\lambda=10^4$, $k^4=4096$ and $16\pi\lambda\rho\approx7790$, so (8) gives $1/(1+0.526)=0.66$. Averaging it over the wave numbers and positions in a finite packet gives $0.642$; full inversion transmitted $0.645$. At $\lambda=10^3$ and $10^5$ the inversions transmitted $0.193$ and $0.939$, against averaged predictions of $0.191$ and $0.938$.

## What a Gaussian basis does to the density

**At the nucleus.** A finite sum of s Gaussians is smooth in $r^2$, so $w$ is finite at $r=0$. A potential containing $-Z/r$ would force a density cusp. The exact, unpenalized inverse of the smooth density therefore lacks this singularity, and subtracting the nuclear potential leaves a spurious $+Z/r$ in the exchange potential. For the def2-TZVP primitives $w(0)=-776$ Ha. The Coulomb term $-4/r$ reaches this value at $r=4/776=0.0052$ bohr, roughly the radius below which the singularity is missing. At finite $\lambda$, however, $v_C$ is finite at the nucleus, and the guide's $-Z/r$ survives there. Ripples in the potential extend farther out.

**In the tail.** The smallest exponent $\alpha$ eventually dominates, with $\sqrt\rho\propto e^{-\alpha r^2}$ and

$$\nabla^2e^{-\alpha r^2}=(4\alpha^2r^2-6\alpha)e^{-\alpha r^2},\qquad w\to2\alpha^2r^2-3\alpha .$$

For $\alpha=0.03265\ \mathrm{bohr}^{-2}$ at 15 bohr this is $0.480-0.098=0.382$ Ha, against a computed $0.383$ Ha. The reference $w$ instead tends to $-\varepsilon_2=0.170$ Ha.

**In between.** Consider an unlimited even-tempered set, with successive exponents in ratio $\beta$. The change $r\to r\sqrt\beta$ maps the set onto itself. Close to the nucleus the part that is hard to fit is the cusp term, proportional to $r$. If the fitting criterion is also scale-free there, the residual obeys $R(r\sqrt\beta)=\sqrt\beta\,R(r)$, so

$$R=rP(\ln r),\qquad P\text{ has period }\tfrac12\ln\beta .$$

With dots for derivatives in $\ln r$,

$$\nabla^2(rP)=\frac{\ddot P+3\dot P+2P}{r}.$$

This oscillating part of the density error shrinks towards the nucleus, while the envelope of the potential error grows as $1/r$. A constant relative error of $\sqrt\rho$ may remain, but by (6) it does not change $w$. Two sign changes per period imply a mean spacing $\tfrac14\ln\beta$. Between $0.006$ and $0.1$ bohr the mean spacing of the sign changes of $\Delta w$ was $0.350$ against $0.347$ for $\beta=4$, and $0.280$ against $0.275$ for $\beta=3$. Only the mean is confirmed. These finite sets are not strictly periodic: for $\beta=4$ single spacings range from $0.28$ to $0.41$, and successive maxima of $r\Delta w$ differ by up to a factor of about two, so the $1/r$ envelope holds only to that factor. The scaling argument fails at the ends of a finite set and where $r$ is no longer small compared with the orbital size.

## How large is the amplification?

The sets below contain uncontracted s functions. The standard contracted sets have less freedom; the contracted def2-TZVP s functions give an rms $\Delta w$ of about $0.075$ Ha instead of $0.049$ Ha. Errors in $\sqrt\rho$ are relative; both rms values cover $0.2<r<3$ bohr.

| Set | Energy error (Ha) | rms $\eta_r$ | rms $\Delta w$ (Ha) |
|---|---:|---:|---:|
| def2-TZVP | 0.00030 | 0.0023 | 0.049 |
| def2-QZVP | 0.00005 | 0.00036 | 0.016 |
| ratio 3 | 0.00032 | 0.0012 | 0.053 |

An effective wave number $\sqrt{2\Delta w_{\rm rms}/\eta_{r,\rm rms}}$ summarizes the amplification. For def2-TZVP it is $\sqrt{2(0.049)/0.00233}=6.5\ \mathrm{bohr}^{-1}$. It combines different radii and is not the wavelength of one ripple. The Laplacian part of (6) has rms $0.050$ Ha and the gradient part $0.013$ Ha, so the Laplacian is the main amplifier here.

From def2-TZVP to def2-QZVP the density error falls by a factor of $6.5$, but the error of $w$ only by $3.2$. The ratio-3 set has half the density error of def2-TZVP and a slightly larger error of $w$. The energy can mislead too: in the output below, def2-SVP has a larger energy error than the ratio-4 set, $0.0087$ against $0.0077$ Ha, but a smaller error of $w$, $0.19$ against $0.27$ Ha. Neither the energy nor the density error alone ranks the errors of $w$ in this range.

## Choosing the regularization

The table gives density-weighted rms errors of the inverted potential.

| $\lambda$ | Grid density (Ha) | def2-TZVP density (Ha) |
|---:|---:|---:|
| $10$ | 0.196 | 0.196 |
| $10^2$ | 0.045 | 0.044 |
| $10^3$ | 0.0089 | 0.014 |
| $10^4$ | 0.0019 | 0.047 |
| $10^6$ | 0.00012 | 0.261 |

At small $\lambda$ the penalty dominates and the two densities behave alike. At large $\lambda$ the grid density recovers the known potential, whereas the Gaussian density recovers its own defects. At $\lambda=10^6$ its error is $7.1$ eV, about 18 times the error at $\lambda=10^3$, the best of the sampled values, and it is still rising. At this largest $\lambda$, between $0.2$ and 3 bohr, the part of the inverted error not explained by $\Delta w$ is 8% of rms $\Delta w$, after removal of a constant.

The ripple is visible point by point. At $0.0513$ and $0.0973$ bohr the known exchange potential is $-2.80$ and $-2.48$ Ha. The Gaussian density at $\lambda=10^6$ gives about $-1.9$ and $-3.3$ Ha, errors of opposite sign. The ripple is steep there: moving the first radius to $0.0510$ bohr shifts the value by $0.1$ Ha. At $\lambda=10^3$ it gives $-2.74$ and $-2.50$ Ha.

For the grid density the error falls by a factor of four to five per decade of $\lambda$, more slowly than $1/\lambda$. The calculation does not isolate the cause.

A small potential basis is another filter. At $\lambda=10^6$, ten Gaussians with exponents $0.02\times3^j\ \mathrm{bohr}^{-2}$, $j=0,\dots,9$, gave errors of $0.0087$ Ha for the grid density and $0.014$ Ha for def2-TZVP. These values depend on the exponents: other geometric sets of ten give about $0.004$ to $0.016$ Ha and $0.014$ to $0.018$ Ha. The first number shows the price: the full potential space reached $0.00012$ Ha. Refining the potential basis while keeping the density basis fixed removes this protection.

## Failure modes and checks

- **The density residual keeps falling while the potential worsens.** The inversion is fitting basis-set ripples. Stop increasing $\lambda$, or improve the density basis first. Where $\rho$ varies little over a wavelength and $k_c$ lies well above the local orbital momenta, equation (8) indicates which wave numbers are admitted.
- **The tail has the wrong power of $1/r$.** Correct the guide. At any finite $\lambda$ the correction $v_C$ has no monopole, so the wrong tail remains at sufficiently large $r$.
- **The ZMP iteration oscillates.** Reduce $\beta$, raise $\lambda$ gradually, or use Newton steps.
- **The highest occupied and lowest empty levels approach each other.** Denominators in (2) become small and the response large. At a degeneracy with fixed integer occupations the functional loses its smooth gradient, and the Newton scheme above no longer applies.
- **The best $\lambda$ is unknown.** Without a reference potential the error minimum cannot be observed. Repeat the inversion with several density bases and values of $\lambda$, and treat features that move with the exponents as suspect.

The numerical output below gives the remaining basis sets and radii.

## Table of computed values

```
Be grid total energy: -14.223291 Ha
orbital energies 1s, 2s: -3.79318 -0.17003 Ha
Pauli identity, max error: 2.5e-10 Ha
lambda = 10, eta = 0.003979: max |r v_C| = 0.3631
ZMP minus WY, max |difference of r v_C|: 2.9e-10
ZMP minimum, WY maximum: -4.9217360 -4.9217360 Ha
uncontracted s functions; rms over 0.2 < r < 3 bohr; k_eff = sqrt(2 dw/eta_r)
set (size): energy error/Ha, eta_r = rel. error of sqrt(rho), dw/Ha, k_eff/bohr^-1
  def2-SVP (7): 8.71e-03 1.87e-02 1.91e-01 4.5
  def2-TZVP (11): 3.01e-04 2.33e-03 4.90e-02 6.5
  def2-QZVP (15): 4.91e-05 3.57e-04 1.55e-02 9.3
  even-temp 4 (14): 7.67e-03 1.09e-02 2.69e-01 7.0
  even-temp 3 (17): 3.17e-04 1.18e-03 5.30e-02 9.5
  even-temp 2 (23): 1.92e-06 2.75e-05 6.25e-04 6.7
def2-TZVP rms Laplacian, gradient part of dw: 0.0499 0.0133 Ha
def2-TZVP smallest exponent 0.03265 bohr^-2; w at 15 bohr 0.3826, parabola 0.3818 Ha
def2-TZVP w at the nucleus (finite): -776.2 Ha
ratio 4: 8 sign changes, spacing in ln r 0.3503, ln(ratio)/4 0.3466
ratio 3: 10 sign changes, spacing in ln r 0.2802, ln(ratio)/4 0.2747
packet at 1 bohr: k/bohr^-1, rms(change of v_P)/rms(change of v_s)
  5 0.4494
  10 0.2029
  20 0.0341
lambda: rms potential error/Ha from grid density, from def2-TZVP density
  1e+01: 0.19622 0.19645
  1e+02: 0.04460 0.04359
  1e+03: 0.00885 0.01414
  1e+04: 0.00193 0.04735
  1e+05: 0.00047 0.12609
  1e+06: 0.00012 0.26146
def2-TZVP error at largest lambda: 7.11 eV; best lambda 1e+03
inverted error not explained by dw: 0.0813 of rms dw
WY with 10 potential Gaussians, errors grid, def2-TZVP: 0.00868 0.01420 Ha
filter, packet k = 8 bohr^-1, width 0.5 bohr at 2 bohr, rho = 0.0155 bohr^-3
  lambda 1e+03: transmitted 0.193, predicted 0.191
  lambda 1e+04: transmitted 0.645, predicted 0.642
  lambda 1e+05: transmitted 0.939, predicted 0.938
r/bohr: v_x/Ha known, grid 1e6, def2-TZVP best lambda, def2-TZVP 1e6
  0.0513: -2.8027 -2.8027 -2.7392 -1.8848
  0.0973: -2.4838 -2.4839 -2.4961 -3.3112
  0.2044: -1.8846 -1.8846 -1.8889 -2.0324
  0.3996: -1.1598 -1.1598 -1.1640 -1.1819
  0.7867: -0.4788 -0.4788 -0.4742 -0.4057
  1.4963: -0.2790 -0.2790 -0.2666 -0.2576
  3.0263: -0.1654 -0.1654 -0.1723 -0.1684
```
